Shot noise of a noninteracting resonant level at large bias

**Problem**

A single level of energy ε₀ lies between two metallic leads, L and R. Its broadenings Γ_L and Γ_R do not depend on energy, and Γ = Γ_L + Γ_R. Electrons do not interact. The chemical potentials obey μ_L − μ_R = eV > 0, with e > 0, and the current I is counted positive when electrons go from L to R. With δI = I(t) − ⟨I⟩, the zero-frequency noise and the Fano factor are

S = 2 ∫dt ⟨δI(t) δI(0)⟩,  F = S/(2eI).

(a) Find the retarded Green function of the level and the scattering matrix.

(b) Derive I and S for arbitrary lead occupations f_L(E) and f_R(E).

(c) At zero temperature, find F at finite bias and then at large bias. Show that the large-bias value is one-half for equal broadenings, and find how it is approached.

(d) Rederive the large-bias value from waiting times, and find what replaces it if n degenerate states can hold at most one electron between them.

(e) Evaluate the noise for Γ_L = Γ_R = 0.2 meV, V = 40 mV, two spins and a level midway between the chemical potentials. Take the level to belong to a silicon quantum dot of radius 5 nm at 4.2 K, and judge how far the model applies.

**Solution**

**(a) Green function and scattering matrix**

Spin is left out until part (e), since without interaction each spin is an independent channel. Let c_αE remove an electron of energy E from lead α, with {c_αE, c†_βE′} = δ_αβ δ(E − E′). The Hamiltonian is

H = ε₀ d†d + Σ_α ∫dE E c†_αE c_αE + Σ_α √(Γ_α/2π) ∫dE (c†_αE d + d†c_αE).

The golden rule gives an escape rate (2π/ħ)(Γ_α/2π) = Γ_α/ħ into lead α, so Γ_α is the full width due to that lead. The equations of motion iħ dA/dt = [A, H] are

iħ dc_αE/dt = E c_αE + √(Γ_α/2π) d,
iħ dd/dt = ε₀ d + Σ_α √(Γ_α/2π) ∫dE c_αE.

The first integrates, from an early time t₀, to

c_αE(t) = e^(−iEt/ħ) a_αE − (i/ħ) √(Γ_α/2π) ∫_{t₀}^{t} dt′ e^(−iE(t−t′)/ħ) d(t′),

where a_αE = e^(iEt₀/ħ) c_αE(t₀) describes electrons not yet scattered. Define the incoming field

a_α(t) = (1/√2π) ∫dE e^(−iEt/ħ) a_αE.

Now integrate c_αE(t) over E. For a wide band centred near the level, ∫dE e^(−iE(t−t′)/ħ) is an even, narrow peak in t − t′ of area 2πħ. The time integral ends at the centre of the peak and collects half of it:

(1/√2π) ∫dE c_αE(t) = a_α(t) − (i/ħ) √Γ_α (1/2π)(πħ) d(t)
= a_α(t) − (i/2) √Γ_α d(t).  (1)

Putting this into the equation for d gives

iħ dd/dt = (ε₀ − iΓ/2) d + Σ_α √Γ_α a_α(t).

The initial occupation of the level decays, so in the steady state d follows the incoming fields. With d(t) = (1/√2π) ∫dE e^(−iEt/ħ) d_E,

d_E = G(E) Σ_β √Γ_β a_βE,  G(E) = 1/(E − ε₀ + iΓ/2).

G is the retarded Green function. Solving the lead equation backwards from a late time reverses the sign of the half-peak term in (1), with the outgoing field b_α in place of a_α. Equating the two forms,

a_α − (i/2)√Γ_α d = b_α + (i/2)√Γ_α d,  so  b_α = a_α − i√Γ_α d.

Hence b_αE = Σ_β s_αβ a_βE, with

s_αβ(E) = δ_αβ − i √(Γ_αΓ_β) G(E).

Write x = E − ε₀. The transmission probability is

T(E) = |s_LR|² = Γ_LΓ_R/(x² + Γ²/4).

For reflection,

s_LL = 1 − iΓ_L/(x + iΓ/2) = [x + i(Γ_R − Γ_L)/2]/(x + iΓ/2),
|s_LL|² = [x² + (Γ_R − Γ_L)²/4]/(x² + Γ²/4) = 1 − T,

because Γ² − (Γ_R − Γ_L)² = 4Γ_LΓ_R. Probability is conserved.

**(b) Current and noise**

The operator for the current leaving the left lead is I_L = −e dN_L/dt, where N_L = ∫dE c†_LE c_LE. Only the coupling fails to commute with N_L. Let C = (1/√2π) ∫dE c_LE, so that [N_L, H] = √Γ_L (C†d − d†C), and

I_L = (ie/ħ) √Γ_L (C†d − d†C).

Equation (1) gives C = a_L − (i/2)√Γ_L d, so

I_L = (e/ħ)[i√Γ_L (a_L†d − d†a_L) − Γ_L d†d].

On the other hand, b_L = a_L − i√Γ_L d gives

b_L†b_L = a_L†a_L − i√Γ_L (a_L†d − d†a_L) + Γ_L d†d.

Comparison shows that the current is the incoming flux minus the outgoing flux:

I_L = (e/ħ)(a_L†a_L − b_L†b_L).

In terms of incoming electrons this reads

I_L(t) = (e/h) ∫∫dE dE′ e^(i(E−E′)t/ħ) Σ_αβ a†_αE A_αβ(E,E′) a_βE′,
A_αβ(E,E′) = δ_αL δ_βL − s*_Lα(E) s_Lβ(E′).

The prefactor is (1/ħ)(1/2π) = 1/h. Incoming electrons carry the occupations of their own lead, ⟨a†_αE a_βE′⟩ = δ_αβ δ(E − E′) f_α(E). The mean current is therefore

I = (e/h) ∫dE [(1 − |s_LL|²) f_L − |s_LR|² f_R] = (e/h) ∫dE T (f_L − f_R).

For the noise, the incoming electrons are free, so Wick's theorem applies. Subtracting the product of the means leaves

⟨a₁†a₂a₃†a₄⟩ − ⟨a₁†a₂⟩⟨a₃†a₄⟩ = ⟨a₁†a₄⟩⟨a₂a₃†⟩.

The first factor on the right supplies f_α(E) and the second supplies 1 − f_β(E′). The time integral gives ∫dt e^(i(E−E′)t/ħ) = h δ(E − E′), which turns the prefactor 2(e/h)² into 2e²/h:

S = (2e²/h) ∫dE Σ_αβ |A_αβ(E,E)|² f_α (1 − f_β).

At equal energies A_LL = 1 − |s_LL|² = T, A_RR = −|s_LR|² = −T, and |A_LR|² = |A_RL|² = |s_LL|²|s_LR|² = T(1 − T). Hence

S = (2e²/h) ∫dE { T² [f_L(1−f_L) + f_R(1−f_R)] + T(1−T) [f_L(1−f_R) + f_R(1−f_L)] }.  (2)

**(c) Zero temperature**

Each f is now 0 or 1, so the first bracket in (2) vanishes. The second equals 1 for μ_R < E < μ_L and 0 elsewhere. Therefore

I = (e/h) ∫T dE,  S = (2e²/h) ∫T(1−T) dE,  F = 1 − ∫T² dE / ∫T dE,

with all integrals over the bias window. The factor T(1 − T) is the variance of a trial that succeeds with probability T: the supply of electrons is noiseless, and the noise comes from the choice between transmission and reflection.

To integrate, put x = (Γ/2) tan θ. The window becomes −θ_R < θ < θ_L, with

θ_L = arctan[2(μ_L − ε₀)/Γ],  θ_R = arctan[2(ε₀ − μ_R)/Γ].

Since x² + Γ²/4 = (Γ²/4)/cos²θ and dx = (Γ/2) dθ/cos²θ,

T = (4Γ_LΓ_R/Γ²) cos²θ,  T dE = (2Γ_LΓ_R/Γ) dθ.

Equal steps of θ thus carry equal current, and ∫T²dE/∫T dE is the plain average of T over θ. With cos²θ = (1 + cos 2θ)/2,

∫cos²θ dθ = (θ_L + θ_R)/2 + (sin 2θ_L + sin 2θ_R)/4.

Dividing by θ_L + θ_R and multiplying by 4Γ_LΓ_R/Γ² gives the Fano factor at any bias:

F = 1 − (2Γ_LΓ_R/Γ²) { 1 + (sin 2θ_L + sin 2θ_R)/[2(θ_L + θ_R)] }.  (3)

Large bias means that both μ_L − ε₀ and ε₀ − μ_R are much larger than Γ, while the band is wider still. Both angles then tend to π/2 and the sines vanish:

F = 1 − 2Γ_LΓ_R/Γ² = (Γ_L² + Γ_R²)/(Γ_L + Γ_R)²,
I = (e/h)(2πΓ_LΓ_R/Γ) = (e/ħ) Γ_LΓ_R/Γ.

Using 4Γ_LΓ_R = Γ² − (Γ_L − Γ_R)², the first result becomes

F = 1/2 + (1/2)[(Γ_L − Γ_R)/Γ]².  (4)

For Γ_L = Γ_R this is F = 1/2, as was to be shown. Any inequality of the contacts raises it, but only to second order. When one contact is much weaker than the other, F tends to 1, the value for independent rare transfers.

The equal-contact level transmits perfectly at its centre, yet the noise is not zero. The large window also collects the flanks of the resonance, where T lies between 0 and 1. The current-weighted average of T is the average of cos²θ, which is one-half.

For equal contacts and a centred level, θ_L = θ_R = θ = arctan(eV/Γ), and (3) reduces to

F = 1 − (1/2)[1 + sin 2θ/(2θ)].

At large bias θ = π/2 − δ with δ ≈ Γ/(eV). Then sin 2θ = sin 2δ ≈ 2δ and 2θ ≈ π, so

F ≈ 1/2 − Γ/(πeV).  (5)

The limit is approached from below, because a finite window leaves out some of the noisy flanks. At small bias sin 2θ/(2θ) → 1 and F → 0: only the perfectly transmitting centre is used.

If instead one chemical potential sits at the level and the other is far away, one angle is 0 and the other π/2. The sines vanish again and F keeps its large-bias value, with half the current, since half of a symmetric line has the same average transmission. If the whole window lies many Γ away from the level, T is small throughout and F tends to 1.

**(d) Waiting times and blockade**

Let Q be the charge passed in a long time t. Integrating the current correlation over both of its times gives Var Q = St/2, while ⟨Q⟩ = It. Thus F = Var N/⟨N⟩, where N = Q/e is the number of electrons passed.

At large bias, describe the level by rates: it fills from the left at rate Γ_L/ħ and empties to the right at rate Γ_R/ħ. One transfer takes a time τ, the sum of two independent exponential waits:

⟨τ⟩ = ħ(1/Γ_L + 1/Γ_R),  Var τ = ħ²(1/Γ_L² + 1/Γ_R²).

The time for N transfers has variance N Var τ. At fixed total time, an excess δt in the waits costs δt/⟨τ⟩ transfers, so Var N = ⟨N⟩ Var τ/⟨τ⟩². Hence

F = (1/Γ_L² + 1/Γ_R²)/(1/Γ_L + 1/Γ_R)² = (Γ_L² + Γ_R²)/(Γ_L + Γ_R)²,

after multiplying above and below by Γ_L²Γ_R². This is the result of part (c). The level cannot accept a second electron until the first has left, which makes the transfers more regular than independent events. The regularity is greatest when the two waits are equally long on average.

Now let n degenerate, equally coupled states hold at most one electron between them. Let each state have its own channel in each lead, as the two spin states do, so that no interference links them. An empty dot can fill in n ways, at rate nΓ_L/ħ, but its single electron still leaves at rate Γ_R/ħ. Replacing Γ_L by nΓ_L,

F = [(nΓ_L)² + Γ_R²]/(nΓ_L + Γ_R)².  (6)

This rate description requires the one-electron level to lie well inside the window and the two-electron level well outside it, both measured against Γ and k_BT. Equal contacts no longer give one-half when n > 1. If instead every addition energy lies well inside the window, each state fills and empties at its own rate regardless of the others, and in this rate description F returns to (4).

**(e) Numbers for a silicon dot**

Here Γ = 0.4 meV and the window reaches 20 meV to either side of the level, so eV/Γ = 100. The integrals over the window are

∫T dE = 0.62432 meV,  ∫T² dE = 0.31416 meV.

Two spins double both I and S and leave F unchanged. With 2e²/h = 7.748 × 10⁻⁵ S,

I = (7.748 × 10⁻⁵ S)(0.62432 mV) = 48.4 nA,
F = 1 − 0.31416/0.62432 = 0.497,
S = 2eIF = 7.70 × 10⁻²⁷ A²/Hz.

The infinite-bias current would be 48.7 nA. Equation (5) gives F = 0.5 − 0.4/(40π) = 0.497, in agreement. With the contacts and the centred position held fixed, (3) gives F = 0.003, 0.182, 0.466, 0.497 and 0.500 at 0.04, 0.4, 4, 40 and 400 mV. The approach to one-half is slow, as the inverse first power in (5) requires. At large bias, contact ratios of 2, 3 and 10 give F = 0.556, 0.625 and 0.835.

**Temperature.** At 4.2 K, k_BT = 0.362 meV. Numerical integration of (2) again gives S/(2eI) = 0.497: although k_BT is close to Γ, the occupations vary only near the window edges, where T is very small. At 300 K, k_BT = 25.9 meV and the same integration gives 1.36. The reason is that Γ ≪ k_BT, so the occupations may be taken at the level, f_L = p and f_R = 1 − p, while over the whole line ∫T² dE = (1/2)∫T dE. Equation (2) then gives

S/(2eI) = (1/2)[2p(1−p) + p² + (1−p)²]/(2p − 1) = 1/[2(2p − 1)] = (1/2) coth[eV/(4k_BT)],

which is 1.36 here. At room temperature this ratio is mostly thermal noise and is not a shot-noise Fano factor.

**Charging.** This is the assumption that the dot breaks. A thin isolated disc of radius R embedded in silicon, with relative permittivity 11.7, has capacitance 8ε₀ε_rR (here ε₀ is the vacuum permittivity). Its charging energy is e²/(8ε₀ε_rR) = 38.7 meV. A second electron would need a level 38.7 meV above the first, but the window ends at 20 meV, so it is shut out. Equation (6) then gives F = 0.556 for two spin states. If the states of a second valley also lie well inside the window and are equally coupled, n = 4 and F = 0.680. This value requires either tunnelling that conserves the valley or a valley splitting much larger than Γ. The second limit is reached slowly. In a master equation that keeps the coherence between valleys sharing a lead channel, a splitting of 5Γ (2 meV here) still leaves F anywhere between about 0.57 and 0.78, depending on the relative phase of the couplings. The range narrows to 0.67–0.69 only at 50Γ. If both valleys tunnel into the same lead channel and their splitting is comparable to Γ or smaller, an electron can be trapped for a time in a superposition that hardly couples to the right lead. The transfers can then bunch, with F above 1; for other relative phases of the couplings F can instead fall below 0.68. The noninteracting value is too low by 0.06 or 0.18. The current changes as well: for n = 2 the mean cycle is ħ(1/2 + 1)/Γ_L, so the current is two-thirds of the noninteracting large-bias value. Nearby metal, whether leads or a gate, lowers the charging energy, and the blockade values hold only while the second-electron level stays well above the window. With equal contacts and states that fill and empty independently, one-half is recovered when the bias window takes in all the addition energies with room to spare.

**Other levels and contacts.** In a hard-walled disc with the in-plane transverse mass, about 0.19 electron masses, the next orbital of the same valleys lies 71 meV higher. Walls only 100 meV above the level reduce this to about 43 meV, still outside the window. The disc must also be thin: silicon's other four valleys lie about 44 meV above the level in a hard-walled disc 5 nm thick, but only about 6 meV above it at 8 nm, which is inside the window. The bias also tilts the barriers. Suppose each is 3 nm thick and 100 meV above the level at zero bias, and takes half the voltage. The left barrier then runs from 120 to 100 meV and the right one from 100 to 80 meV. With the same mass of 0.19 electron masses in the barriers, the semiclassical tunnelling exponents give Γ_R/Γ_L = 1.53, and (4) gives F = 0.522. This assumes that no voltage drops across the dot. A nearly empty dot may not screen the field, which then also pushes the electron towards the right barrier. In a one-dimensional model with a 10 nm well, metallic leads and a uniform field across well and barriers, the ratio rises to about 5, and (4) gives F of about 0.7. Contacts equal at zero bias are thus unequal at 40 mV; the example takes them as equal at the working bias.

**Range of the estimate.** Here Γ is close to k_BT at 4.2 K but only about a hundredth of the isolated-disc charging energy, so the level broadening does not wash out the blockade. Weaker contacts reduce I and S, but leave the large-bias F unchanged if their ratio is kept. The zero-frequency result also needs a measuring frequency far below Γ/h = 97 GHz. For this dot, one-half is the noninteracting reference value; with contacts equal at the working bias, the estimate that includes charging is 0.56 if the states of one valley lie in the window, and 0.68 if those of two do and fill and empty independently. If the contacts are instead equal at zero bias, the tilt ratio of 1.53 found above changes these values to about 0.51 and 0.60. That ratio leaves out the tunnelling prefactors, which depend on the leads and can shift these values by a few hundredths. It also assumes that no voltage drops across the dot; with the ratio of about 5 found for a uniform field, the two values become about 0.6 and 0.5.

All numerical values are calculated from the stated model.
